# Forces and stress in an insulator at fixed field or fixed displacement, part 1

(Sections cited here and not found follow in the later parts.)

## Reduced variables, energy functionals, forces and stress

A crystal, together with the charges or batteries that produce the field inside it, can be turned rigidly in space without any change of energy, and this already restricts what a stress in a field can look like. Let \(\mathbf a_1,\mathbf a_2,\mathbf a_3\) be the lattice vectors and \(\Omega\) the cell volume, and deform the cell homogeneously, \(a_{i\mu}\to a_{i\mu}+\eta_{\mu\nu}a_{i\nu}\), where Greek indices are Cartesian and are summed when repeated. The stress is defined as \(\sigma_{\mu\nu}=\Omega^{-1}\partial W/\partial\eta_{\mu\nu}\), with \(W\) the energy per cell, so that a positive \(\sigma_{zz}\) means that lengthening the cell along \(z\) costs energy. An antisymmetric \(\eta\) is, to first order, a rotation. It leaves \(W\) unchanged, and therefore \(\sigma_{\mu\nu}=\sigma_{\nu\mu}\), provided that whatever electrical quantity is held fixed during the deformation turns with the crystal. The Cartesian components of the macroscopic field \(\mathbf E\) or of the displacement \(\mathbf D\) do not turn with it. The quantity to hold fixed must be a scalar built from a field vector and the lattice.

Dimensions fix the part of the stress that belongs to the field alone. In Gaussian units \(E^2\) is an energy density, and a symmetric tensor that is made from \(\mathbf E\) with no material constant and has this dimension is \(\alpha E_\mu E_\nu+\beta\,\delta_{\mu\nu}E^2\). Two scalings of the field energy \(W=\Omega E^2/8\pi\), with its source charges carried along by the deformation, give the two numbers. Under a uniform dilation \(\eta_{\mu\nu}=x\,\delta_{\mu\nu}\) a Coulomb energy scales as the inverse length, so \(dW/dx=-W\), and the trace obeys \(\alpha+3\beta=-1/8\pi\). Under a stretch along the field, two charged parallel plates move apart, the field between them is unchanged and the volume grows, so \(dW/dx=+W\) and \(\alpha+\beta=1/8\pi\). Subtracting gives \(\beta=-1/8\pi\) and then \(\alpha=2/8\pi\):

\[ \sigma^{\rm M}_{\mu\nu}=\frac{2E_\mu E_\nu-\delta_{\mu\nu}E^2}{8\pi}. \]

This is the Maxwell stress of the vacuum. The argument leaves two things open: which of the possible scalars is to be held fixed, and whether terms such as \(E_\mu P_\nu\), which have the same dimension, also appear. Both are settled by the electrostatics of the electrodes and by the way the polarization \(\mathbf P\) of a periodic solid is defined.

The dual vectors \(\mathbf b_i\) are defined by \(\mathbf b_i\cdot\mathbf a_j=\delta_{ij}\), without a factor \(2\pi\), so that \(\Omega\mathbf b_1=\mathbf a_2\times\mathbf a_3\) and cyclically. The matrices with rows \(\mathbf a_i\) and \(\mathbf b_i\) are inverse transposes of each other, and since a left inverse is also a right inverse, \(\sum_i a_{i\mu}b_{i\nu}=\delta_{\mu\nu}\). Any vector can then be written as \(\mathbf V=\sum_i(\mathbf a_i\cdot\mathbf V)\mathbf b_i=\sum_i(\mathbf b_i\cdot\mathbf V)\mathbf a_i\). The reduced variables are

\[ \bar\varepsilon_i=\mathbf a_i\cdot\mathbf E,\qquad p_i=\Omega\,\mathbf b_i\cdot\mathbf P,\qquad d_i=\frac{\Omega}{4\pi}\,\mathbf b_i\cdot\mathbf D, \]

and the two expansions invert them:

\[ \mathbf E=\sum_i\bar\varepsilon_i\mathbf b_i,\qquad \mathbf P=\frac1\Omega\sum_i p_i\mathbf a_i,\qquad \mathbf D=\frac{4\pi}{\Omega}\sum_i d_i\mathbf a_i . \]

The variable \(\bar\varepsilon_i\) is the line integral of the macroscopic field along \(\mathbf a_i\), the voltage drop across one cell. The variable \(d_1\) is \(1/4\pi\) times the flux \(\mathbf D\cdot(\mathbf a_2\times\mathbf a_3)\) through the cell face spanned by \(\mathbf a_2\) and \(\mathbf a_3\). Place a slab of the crystal between metal electrodes parallel to that face and apply \(\nabla\cdot\mathbf D=4\pi\rho_{\rm free}\) to a pillbox with one lid in the metal, where the field vanishes, and one in the crystal: \(d_1\) is the free charge on the electrode per surface cell. With the circuit open this charge has nowhere to go, and since the number of surface cells is not altered by a strain, \(d_1\) is constant. With a battery attached the total voltage is constant, the number of cells between the electrodes is constant, and so \(\bar\varepsilon_1\) is constant if the voltage lost at the interfaces is negligible against that across a thick slab. One pair of electrodes controls one of \(d_1\) and \(\bar\varepsilon_1\), and being equipotential surfaces they also force \(\bar\varepsilon_2=\bar\varepsilon_3=0\). Prescribing all three \(d_i\) or all three \(\bar\varepsilon_i\) at general values is a formal extension that a periodic calculation permits; the mixed case will be shown to give the same forces and stress.

The relation \(\mathbf E=\mathbf D-4\pi\mathbf P\) reads \(\mathbf E=(4\pi/\Omega)\sum_j(d_j-p_j)\mathbf a_j\). Its scalar product with \(\mathbf a_i\) and with \(\mathbf b_i\) gives, with the metric \(g_{ij}=\mathbf a_i\cdot\mathbf a_j\),

\[ \bar\varepsilon_i=\frac{4\pi}{\Omega}\sum_j g_{ij}(d_j-p_j),\qquad d_i-p_i=\frac{\Omega}{4\pi}\,\mathbf b_i\cdot\mathbf E . \]

The polarization comes next. Ion \(\kappa\) has charge \(Z_\kappa e\) with \(e>0\) and position \(\mathbf R_\kappa=\sum_i\tau_{\kappa i}\mathbf a_i\), so its dipole per cell contributes \(eZ_\kappa\,\mathbf b_i\cdot\mathbf R_\kappa=eZ_\kappa\tau_{\kappa i}\) to \(p_i\). The electrons fill a fixed number of doubly occupied bands at every \(\mathbf k\), which is the assumption that the system is an insulator. The orbitals are expanded in plane waves, \(\psi_{n\mathbf k}=\Omega^{-1/2}\sum_{\mathbf G}c_{n\mathbf k}(\mathbf G)e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}\), on a uniform mesh of \(N=N_1N_2N_3\) points with steps \(\boldsymbol\Delta_i=2\pi\mathbf b_i/N_i\). Every wave vector is \(\mathbf q=\mathbf k+\mathbf G=2\pi\sum_i x_i\mathbf b_i\) with pure numbers \(x_i\), and the set of these numbers is kept fixed under strain. The periodic parts \(u_{n\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}\psi_{n\mathbf k}\) at neighbouring points have the overlaps

\[ S^{(i)}_{nm}(\mathbf k)=\langle u_{n\mathbf k}|u_{m,\mathbf k+\boldsymbol\Delta_i}\rangle=\sum_{\mathbf G}c^*_{n\mathbf k}(\mathbf G)\,c_{m,\mathbf k+\boldsymbol\Delta_i}(\mathbf G), \]

where a step out of the zone is closed by \(c_{\mathbf k+\mathbf G_0}(\mathbf G)=c_{\mathbf k}(\mathbf G+\mathbf G_0)\), which states that \(\psi\) is periodic in \(\mathbf k\). This simple overlap assumes local or norm-conserving potentials, with no augmentation charges. The mesh splits into \(N/N_i\) closed strings of \(N_i\) points along \(\mathbf b_i\), and the discretized Berry phase gives the sum of the Wannier centres in reduced coordinates and the reduced polarization,

\[ s_i=-\frac{N_i}{2\pi N}\sum_{\rm strings}{\rm Im}\ln\prod_{\mathbf k\in{\rm string}}\det S^{(i)}(\mathbf k),\qquad p_i=e\sum_\kappa Z_\kappa\tau_{\kappa i}-2e\,s_i . \]

This expression is taken as the definition of the electronic polarization on the mesh. Its sign and factor follow from one band of non-overlapping orbitals \(w(\mathbf r-\mathbf T)\) on lattice points \(\mathbf T\). Then \(u_{\mathbf k}=\sum_{\mathbf T}e^{-i\mathbf k\cdot(\mathbf r-\mathbf T)}w(\mathbf r-\mathbf T)\), the overlap is \(\int|w|^2e^{-i\boldsymbol\Delta_i\cdot\mathbf r}d^3r\), and for an orbital small against \(1/|\boldsymbol\Delta_i|\) and centred at \(\mathbf r_0\) its phase is \(-\boldsymbol\Delta_i\cdot\mathbf r_0\). The \(N_i\) links of a string add up to \(-2\pi\,\mathbf b_i\cdot\mathbf r_0\), so \(s_i=\mathbf b_i\cdot\mathbf r_0\), and two electrons of charge \(-e\) contribute \(-2es_i\).

Two properties of \(p_i\) carry the whole argument. The first is that it is built from the numbers \(\tau_{\kappa i}\) and \(c_{n\mathbf k}(\mathbf G)\) and contains no lattice vector, so that \(\partial p_i/\partial\eta_{\mu\nu}=0\) at fixed \(\tau\) and \(c\). The second is that it is multivalued. The phase of each string is open by \(2\pi\) times an integer; if the filled bands have zero Chern numbers, as time-reversal symmetry guarantees and as is assumed here, the branch can be chosen continuously from one string to the next. All strings can then only shift together, and this leaves the average \(s_i\) open by an integer, and the choice of which periodic image of an ion belongs to the cell leaves \(\tau_{\kappa i}\) open by an integer. With integer \(Z_\kappa\), \(p_i\) is defined up to integer multiples of \(e\). The field is single-valued, so a change of branch \(p_i\to p_i+n_ie\) must be accompanied by \(d_i\to d_i+n_ie\); in the slab picture it moves \(n_i\) charges per surface cell between the categories free and bound. No force or stress can depend on this bookkeeping.

Let \(E_0[c,\tau,\mathbf a]\) be the ordinary periodic energy functional per cell, for instance the Kohn–Sham functional with the ion–ion energy. The electrostatic energy per cell is \((1/8\pi)\int|\mathbf E(\mathbf r)|^2d^3r=(\Omega/8\pi)\sum_{\mathbf G}|\mathbf E_{\mathbf G}|^2\) by Parseval's theorem. The components with \(\mathbf G\neq0\) are fixed by the periodic charge density and are contained in \(E_0\). The component \(\mathbf G=0\) is the macroscopic field, which \(E_0\) omits. Adding it, with \(\mathbf E\) expressed through \(d-p\) and \(E^2=(4\pi/\Omega)^2\sum_{ij}g_{ij}(d_i-p_i)(d_j-p_j)\), gives the internal energy

\[ U=E_0+\frac{\Omega}{8\pi}|\mathbf D-4\pi\mathbf P|^2=E_0+\frac{2\pi}{\Omega}\sum_{ij}g_{ij}(d_i-p_i)(d_j-p_j). \]

The exchange–correlation part of \(E_0\) is assumed to depend on the periodic density or orbitals and not separately on \(\mathbf P\) or \(\mathbf E\). Differentiating the quadratic form, with \(g\) symmetric,

\[ \frac{\partial U}{\partial d_i}=\frac{4\pi}{\Omega}\sum_jg_{ij}(d_j-p_j)=\bar\varepsilon_i,\qquad \frac{\partial U}{\partial p_i}=-\bar\varepsilon_i . \]

The first relation is the work, voltage times charge, done in charging the electrodes, which confirms that \(U\) is the energy of the open-circuit system. With a battery attached, the energy the battery gives up must be counted, and the potential is \(F=U-\sum_i\bar\varepsilon_id_i\). To write it in terms of \(\bar\varepsilon\), split \(d_i=p_i+(d_i-p_i)\) and use \(\sum_i\bar\varepsilon_i(d_i-p_i)=(\Omega/4\pi)\sum_i\bar\varepsilon_i\mathbf b_i\cdot\mathbf E=\Omega E^2/4\pi\). Then \(\Omega E^2/8\pi-\Omega E^2/4\pi=-\Omega E^2/8\pi\), and the electric enthalpy is

\[ F=E_0-\sum_i\bar\varepsilon_ip_i-\frac{\Omega E^2}{8\pi},\qquad \frac{\partial F}{\partial\bar\varepsilon_i}=-p_i-\frac{\Omega}{4\pi}\,\mathbf b_i\cdot\mathbf E=-d_i,\qquad\frac{\partial F}{\partial p_i}=-\bar\varepsilon_i, \]

where \(\partial E^2/\partial\bar\varepsilon_i=2\,\mathbf b_i\cdot\mathbf E\) was used. Under a change of branch \(U\) is unchanged, while \(F\) shifts by \(-e\sum_in_i\bar\varepsilon_i\), which is a constant under any deformation that keeps \(\bar\varepsilon\) fixed.

The orbitals enter the field terms of both functionals through \(p\) alone, and \(\partial U/\partial p_i=\partial F/\partial p_i=-\bar\varepsilon_i\). Both therefore have the same stationarity condition, \(\delta E_0-\sum_i\bar\varepsilon_i\,\delta p_i=0\) for variations that keep the orbitals orthonormal; at fixed \(\bar\varepsilon\) the voltage is an input, and at fixed \(d\) it is found self-consistently from \(d-p\). For one band the condition is short enough to write out. The band term gives \(\partial E_0/\partial c^*_{\mathbf k}=(2/N)H_{\mathbf k}c_{\mathbf k}\), with \(H_{\mathbf k}\) the periodic Hamiltonian, whose kinetic part is \(\hbar^2q^2/2m\). The coupling is \(+2e\sum_i\bar\varepsilon_is_i\). Write \({\rm Im}\ln S=(\ln S-\ln S^*)/2i\), let \(c_\pm\) be the coefficients at \(\mathbf k\pm\boldsymbol\Delta_i\) and \(S_\pm=c^\dagger_{\mathbf k}c_\pm\). The vector \(c^*_{\mathbf k}\) occurs in the forward link as \(+\ln S_+\), and in the complex conjugate of the link arriving from \(\mathbf k-\boldsymbol\Delta_i\) as \(-\ln S_-\). Hence \(\partial s_i/\partial c^*_{\mathbf k}=-(N_i/2\pi N)(1/2i)(c_+/S_+-c_-/S_-)\), and \(-1/2i=i/2\). Dividing out the common factor \(2/N\) and adding a multiplier \(\lambda_{\mathbf k}\) for the norm,

\[ (H_{\mathbf k}-\lambda_{\mathbf k})\,c_{\mathbf k}+\sum_i\frac{i\,e\,\bar\varepsilon_iN_i}{4\pi}\left[\frac{c_+}{S_+}-\frac{c_-}{S_-}\right]=0 . \]

Multiplying by \(c^\dagger_{\mathbf k}\) turns the bracket into \(1-1=0\), so \(\lambda_{\mathbf k}=c^\dagger_{\mathbf k}H_{\mathbf k}c_{\mathbf k}\). A solution connected to the zero-field insulator need not exist for every field. The mesh describes a ring of \(N_i\) cells with total potential-energy drop \(e|\bar\varepsilon_i|N_i\), and when this approaches the gap an electron can lower \(F\) by moving to the conduction band some cells away. The condition that \(e|\bar\varepsilon_i|N_i\) stay below about the gap is a rule of thumb, not the point at which the stationary state disappears, which can lie at a voltage several times higher. The gap meant is the true band gap; a coarse mesh that misses the band edges of a small-gap system shows a larger gap, and the state can be lost well below that value. Everything below assumes that the stationary polarized state exists.

The reduced variables, the potentials \(U\) at fixed \(d\) and \(F\) at fixed \(\bar\varepsilon\), and their common stationarity condition are now established. It remains to derive the forces and the stress from them, to compare other constraints and the curvatures, and to test the results on a model crystal.
